# London Orbitals at Finite Field and the Gauge-Origin Error

## 1. One chain, one field, two bases

Take a linear chain of four hydrogen atoms, spaced by 1.8 bohr, in a uniform magnetic field of 0.05 atomic units (about 11 750 T, far above laboratory fields) perpendicular to the chain. Compute its Hartree–Fock energy with s-type Gaussians, then move the gauge origin 40 bohr along the chain. The energy rises by 1.99 hartree, almost as much as the total energy of the chain, which is −2.16 hartree. Move the origin 40 bohr perpendicular to both the chain and the field instead, and the rise is 0.63 hartree. Nothing physical has changed in either case. If each Gaussian is given a suitable plane-wave phase, the energy is −2.16755 hartree for each of four origins tried. These totals belong to this small basis: at zero field the aug-cc-pVTZ basis lowers the energy by 0.010 hartree.

The following sections derive the phase, the integrals it requires, and the size of the error made without it.

## 2. Hamiltonian and conventions

Hartree atomic units are used, and the electron has charge −1. For a uniform field $\mathbf B$ and gauge origin $\mathbf O$,

$$\mathbf A_O(\mathbf r)=\tfrac12\mathbf B\times(\mathbf r-\mathbf O),\qquad \boldsymbol\pi_O=-i\nabla+\mathbf A_O,\qquad h_O=\tfrac12\boldsymbol\pi_O^2+V .$$

The nuclei are fixed. The state is a closed-shell singlet, so the spin Zeeman energies cancel in pairs. The energy is that of restricted Hartree–Fock theory: exchange is treated through the orbitals and correlation is left out.

An s Gaussian at $\mathbf R_\mu$ is $\chi_\mu=n_\mu e^{-a_\mu|\mathbf r-\mathbf R_\mu|^2}$ with $n_\mu=(2a_\mu/\pi)^{3/4}$. We write

$$\omega_\mu=e^{-i\mathbf k_\mu\cdot\mathbf r}\chi_\mu .$$

A London orbital has $\mathbf k_\mu=\mathbf A_O(\mathbf R_\mu)$; an ordinary one has $\mathbf k_\mu=0$.

## 3. Proof of origin independence

Move the origin to $\mathbf O'=\mathbf O+\mathbf d$. Then

$$\mathbf A_{O'}=\mathbf A_O-\tfrac12\mathbf B\times\mathbf d=\mathbf A_O+\nabla f,\qquad f=-\tfrac12(\mathbf B\times\mathbf d)\cdot\mathbf r .$$

For any function $\psi$, the derivative of the phase $e^{-if}$ contributes $-\nabla f$, which cancels the change of $\mathbf A$:

$$\boldsymbol\pi_{O'}e^{-if}\psi=e^{-if}(-i\nabla-\nabla f+\mathbf A_O+\nabla f)\psi=e^{-if}\boldsymbol\pi_O\psi .$$

The London wave vector becomes $\mathbf k'_\mu=\mathbf k_\mu-\frac12\mathbf B\times\mathbf d$, so

$$\omega'_\mu=e^{+\frac i2(\mathbf B\times\mathbf d)\cdot\mathbf r}\,\omega_\mu=e^{-if}\omega_\mu .$$

The factor is the same for every $\mu$. It therefore cancels between bra and ket at each electron's position:

$$\langle\omega'_\mu|\omega'_\nu\rangle=\langle\omega_\mu|\omega_\nu\rangle,\quad \langle\omega'_\mu|h_{O'}|\omega'_\nu\rangle=\langle\omega_\mu|h_O|\omega_\nu\rangle,\quad (\mu'\nu'|\kappa'\lambda')=(\mu\nu|\kappa\lambda).$$

The Hartree–Fock energy is a function of these matrices and the orbital coefficients. The same function is minimized for both origins, so its minimum is the same. No completeness of the basis was used.

**Current density functional theory.** Let $\rho$ be the density and $\mathbf j_p=\sum_i \mathrm{Im}\,\psi_i^*\nabla\psi_i$ the paramagnetic number current, summed over occupied spin orbitals. Replacing $\psi_i$ by $e^{-if}\psi_i$ leaves $\rho$ unchanged and gives

$$\mathbf j_p'=\mathbf j_p-\rho\nabla f=\mathbf j_p+\tfrac12\rho\,\mathbf B\times\mathbf d .$$

The physical current $\mathbf j=\mathbf j_p+\rho\mathbf A$ is unchanged, because the two shifts cancel. So is the vorticity $\nabla\times(\mathbf j_p/\rho)$ wherever $\rho\neq0$, because $\mathbf j_p/\rho$ changes by a constant vector. The proof thus extends to an exchange-correlation functional of $\rho$ and the vorticity. It does not extend to an arbitrary functional of $\mathbf j_p$.

The example shows the size of the shift. At the probe point $\rho=0.09023$, and $\mathbf d=(0,30,40)$ bohr with $\mathbf B=(0.05,0,0)$ gives $\frac12\mathbf B\times\mathbf d=(0,-1,0.75)$. The $y$ component of $\mathbf j_p$ should go from 0.00341 to $0.00341-0.09023=-0.08682$; the computed value is −0.08683. The $y$ component of the physical current there stays at 0.00070 (all in atomic units).

## 4. Integrals over complex Gaussians

**Product rule.** Let $a,b$ be the exponents of $\omega_\mu,\omega_\nu$, and define

$$p=a+b,\quad \mathbf P=\frac{a\mathbf R_\mu+b\mathbf R_\nu}{p},\quad \mathbf q=\mathbf k_\mu-\mathbf k_\nu .$$

The real Gaussians combine in the usual way, and the phases leave $e^{i\mathbf q\cdot\mathbf r}$. Completing the square,

$$-p(\mathbf r-\mathbf P)^2+i\mathbf q\cdot\mathbf r=-p(\mathbf r-\tilde{\mathbf P})^2+i\mathbf q\cdot\mathbf P-\frac{q^2}{4p},\qquad \tilde{\mathbf P}=\mathbf P+\frac{i\mathbf q}{2p}.$$

Hence $\omega_\mu^*\omega_\nu=K_{\mu\nu}e^{-p(\mathbf r-\tilde{\mathbf P})^2}$ with

$$K_{\mu\nu}=n_\mu n_\nu\exp\!\left[-\frac{ab}{p}|\mathbf R_\mu-\mathbf R_\nu|^2+i\mathbf q\cdot\mathbf P-\frac{q^2}{4p}\right].$$

Squares of complex vectors are sums of squared components, without conjugation. For London orbitals $\mathbf q=\frac12\mathbf B\times(\mathbf R_\mu-\mathbf R_\nu)$, in which $\mathbf O$ has dropped out. It is best computed in this form when the origin is very distant, since subtracting two large wave vectors loses digits.

**Overlap.** Shifting the integration contour by the imaginary part of $\tilde{\mathbf P}$ is allowed, because the integrand is analytic and decays at infinity. Thus $S_{\mu\nu}=K_{\mu\nu}(\pi/p)^{3/2}$.

**Kinetic energy.** Since $-i\nabla\chi_\nu=2ib(\mathbf r-\mathbf R_\nu)\chi_\nu$ and $\mathbf A_O(\mathbf r)=\mathbf A_O(\mathbf R_\nu)+\frac12\mathbf B\times(\mathbf r-\mathbf R_\nu)$,

$$\boldsymbol\pi\omega_\nu=\left[2ib(\mathbf r-\mathbf R_\nu)+\tfrac12\mathbf B\times(\mathbf r-\mathbf R_\nu)+\mathbf c_\nu\right]\omega_\nu,\qquad \mathbf c_\nu=\mathbf A_O(\mathbf R_\nu)-\mathbf k_\nu .$$

London orbitals have $\mathbf c_\nu=0$. Because $\boldsymbol\pi$ is Hermitian, $T_{\mu\nu}=\frac12\int(\boldsymbol\pi\omega_\mu)^*\cdot\boldsymbol\pi\omega_\nu\,d^3r$. Put $\mathbf r=\tilde{\mathbf P}+\mathbf s$. Under the Gaussian weight the mean of $s_i$ is zero and that of $s_is_j$ is $\delta_{ij}/2p$. The constant parts of the two brackets are

$$\mathbf l=-2ia(\tilde{\mathbf P}-\mathbf R_\mu)+\tfrac12\mathbf B\times(\tilde{\mathbf P}-\mathbf R_\mu)+\mathbf c_\mu,$$
$$\mathbf m=2ib(\tilde{\mathbf P}-\mathbf R_\nu)+\tfrac12\mathbf B\times(\tilde{\mathbf P}-\mathbf R_\nu)+\mathbf c_\nu .$$

The parts linear in $\mathbf s$ have matrices $-2ia\mathbf 1+W$ and $2ib\mathbf 1+W$, where $W\mathbf s=\frac12\mathbf B\times\mathbf s$. Here $W$ is traceless and $\mathrm{tr}\,W^TW=B^2/2$, so the trace needed is $3\cdot4ab+B^2/2$. Therefore

$$T_{\mu\nu}=\tfrac12S_{\mu\nu}\left[\mathbf l\cdot\mathbf m+\frac{12ab+B^2/2}{2p}\right].$$

For one normalized London function, with $a=b$, this is $3a/2+B^2/16a$. The second term is the diamagnetic energy $\frac{B^2}{8}\langle r_\perp^2\rangle$, with $\langle r_\perp^2\rangle=1/2a$ about the function's own centre.

**Nuclear attraction.** Use $1/r=\frac{2}{\sqrt\pi}\int_0^\infty e^{-u^2r^2}du$. The Gaussian integral over $\mathbf r$, for a nucleus at $\mathbf C$, is

$$\left(\frac{\pi}{p+u^2}\right)^{3/2}\exp\!\left[-\frac{pu^2}{p+u^2}(\tilde{\mathbf P}-\mathbf C)^2\right].$$

It holds for complex $\tilde{\mathbf P}$ because both sides are analytic in $\tilde{\mathbf P}$. With $t^2=u^2/(p+u^2)$ one finds $(p+u^2)^{-3/2}du=dt/p$, and so

$$\left\langle\omega_\mu\left|\frac{-1}{|\mathbf r-\mathbf C|}\right|\omega_\nu\right\rangle=-K_{\mu\nu}\frac{2\pi}{p}F_0\!\left(p(\tilde{\mathbf P}-\mathbf C)^2\right),\qquad F_0(z)=\int_0^1e^{-zt^2}dt=\frac{\sqrt\pi}{2}\frac{\mathrm{erf}\sqrt z}{\sqrt z}.$$

Since erf is odd, either square root gives the same result. For $|z|<0.01$ the series $\sum_n(-z)^n/[n!(2n+1)]$ avoids the quotient of small numbers. Stopped after $z^5$, it omits a leading term $z^6/9360$, about $10^{-16}$ at most.

**Repulsion.** Let the second pair $\omega_\kappa^*\omega_\lambda$ have exponent $\eta$ and centre $\tilde{\mathbf Q}$. Integrating over $\mathbf r_1$ at fixed $u$ leaves a Gaussian in $\mathbf r_2$ of exponent $s=pu^2/(p+u^2)$. Integrating over $\mathbf r_2$ brings the factor $(\eta+s)^{-3/2}$ and the exponent $\eta s/(\eta+s)$. With $\theta=p\eta/(p+\eta)$,

$$(p+u^2)(\eta+s)=(p+\eta)(\theta+u^2),\qquad \frac{\eta s}{\eta+s}=\frac{\theta u^2}{\theta+u^2}.$$

The $u$ integral is now the previous one with $p$ replaced by $\theta$, giving

$$(\mu\nu|\kappa\lambda)=K_{\mu\nu}K_{\kappa\lambda}\frac{2\pi^{5/2}}{p\eta\sqrt{p+\eta}}F_0\!\left(\theta(\tilde{\mathbf P}-\tilde{\mathbf Q})^2\right).$$

## 5. Self-consistent procedure

1. Form $S$, $h=T+V$ and $(\mu\nu|\kappa\lambda)$ as complex arrays.
2. From the occupied coefficients form $P=2CC^\dagger$.
3. Form $J_{\mu\nu}=\sum_{\kappa\lambda}(\mu\nu|\kappa\lambda)P_{\lambda\kappa}$, $K_{\mu\nu}=\sum_{\kappa\lambda}(\mu\lambda|\kappa\nu)P_{\lambda\kappa}$ and $F=h+J-\frac12K$.
4. Solve $FC=SC\varepsilon$, occupy the lowest $N/2$ orbitals, and repeat until $FPS-SPF$ vanishes to tolerance.
5. The energy is $\frac12\mathrm{Re}\,\mathrm{tr}[P(h+F)]$ plus the nuclear repulsion.

The index order matters. Exchanging $\mu$ and $\nu$ alone, permitted for real orbitals, is not a symmetry of complex ones.

The code forms $\mathbf q$ and $\mathbf c_\nu$ as differences in which the origin cancels, so a London energy change of $10^{-15}$ hartree mostly confirms the arithmetic. Stronger evidence comes from quadrature of the defining integrals with the phases and $\mathbf A_O$ written out. At two origins the one-electron London elements so obtained differ by at most $6.5\times10^{-10}$ atomic units, and they agree with the closed formulas at the same level.

## 6. The error of an ordinary basis

Let the chain lie on the $z$ axis, centred at zero, with $\mathbf B$ along $x$. The error $\Delta E(D)$ is the ordinary-basis energy with the origin displaced by $D$, minus that with the origin at the centre.

**Displacement along the chain.** For $\mathbf O=D\hat{\mathbf z}$,

$$\mathbf A_O=\tfrac B2\left[y\hat{\mathbf z}-(z-D)\hat{\mathbf y}\right].$$

Since $\nabla\cdot\mathbf A_O=0$, the kinetic operator is $\frac12p^2+\mathbf A_O\cdot\mathbf p+\frac12A_O^2$. The middle term, $\frac B2[y p_z-(z-D)p_y]$, is odd under $y\to-y$, while s functions centred on the $z$ axis are even. All its matrix elements vanish. The last term is

$$\tfrac12A_O^2=\frac{B^2}{8}(y^2+z^2)-\frac{B^2D}{4}z+\frac{B^2D^2}{8}.$$

Moving the origin thus adds a constant and a uniform force of strength $B^2D/4$. The centred state has $\langle z\rangle=0$ by symmetry, so the force first acts at second order, where it lowers the energy by $\frac12\alpha(B^2D/4)^2$. Here $\alpha$ is the polarizability along the chain in this basis and field, not the converged value: at zero field it is 33.3 bohr³ in this basis and 34.5 bohr³ in aug-cc-pVTZ. To order $D^2$,

$$\Delta E=\frac{B^2D^2}{8}\left(N-\frac{\alpha B^2}{4}\right).$$

With $\alpha=33.03$ bohr³ and $B=0.05$, $\alpha B^2/4=0.02065$. The error should be $1-0.02065/4=0.9948$ of $NB^2D^2/8$. The table shows this ratio at every distance up to 40 bohr. The basis has the diamagnetic energy of a distant origin, but lacks the $p_y$ character through which the paramagnetic term would cancel it.

**Displacement across the chain.** For $\mathbf O=D\hat{\mathbf y}$, $\mathbf A_O$ is the centred potential minus $a\hat{\mathbf z}$, with $a=BD/2$. Expanding the square,

$$h_O=h_0-a\left(p_z+\tfrac B2y\right)+\tfrac12a^2 .$$

The $y$ term vanishes by the same reflection, but $p_z$ does not: s functions on different atoms have matrix elements of $\partial_z$ between them. The basis can respond, and to second order

$$\Delta E=\frac{a^2}{2}(N-N_{\rm eff})=\frac{B^2D^2}{8}(N-N_{\rm eff}).$$

To find $N_{\rm eff}$, note that the centred problem is real and take real orbitals, $i,j$ occupied and $r,s$ empty. The perturbation $-ap_z=ia\partial_z$ has elements $iav_{ri}$, where $v_{ri}=\langle r|\partial_z|i\rangle$. Let $\delta\phi_i=i\sum_rc_{ri}\phi_r$, with real $c_{ri}$. Then $\delta P_{sj}=2ic_{sj}$ and $\delta P_{js}=-2ic_{sj}$. This antisymmetric change produces no Coulomb term, and $-\frac12K$ gives

$$\delta F_{ri}=-i\sum_{sj}\left[(rs|ij)-(rj|si)\right]c_{sj}.$$

Inserting this into the first-order condition $(\varepsilon_r-\varepsilon_i)\,ic_{ri}+\delta F_{ri}+iav_{ri}=0$ yields $Mc=-av$, with

$$M_{ri,sj}=(\varepsilon_r-\varepsilon_i)\delta_{rs}\delta_{ij}+(rj|si)-(rs|ij).$$

At the minimum of a quadratic function the total change is half its linear term. The linear term is the trace of $\delta P$ with the perturbation, $4a\,v^Tc$, so the energy change is $2a\,v^Tc=-2a^2v^TM^{-1}v$. Comparison with $-\frac12a^2N_{\rm eff}$ gives

$$N_{\rm eff}=4v^TM^{-1}v .$$

In a complete basis the factor $e^{-if}$ can be represented, the energy cannot depend on the origin, and hence the $N_{\rm eff}$ defined by the energy change equals $N$. (The explicit formula above is for the s basis, where reflection symmetry removes the other terms linear in $\mathbf B$.) Here $N_{\rm eff}=3.719$ out of 4, which predicts a ratio of $1-3.719/4=0.070$. The computed ratio is 0.0703 at $D=1$ bohr. Both small-displacement laws were tested against separate displaced-origin calculations.

**Large distance.** Using the centred state as a trial state gives $\Delta E\le NB^2D^2/8$ in both directions, since its $\langle z\rangle$ and $\langle p_z\rangle$ vanish. A lower bound follows from the finite basis, in which $|\langle p_z\rangle|\le Np_{\max}$, with $p_{\max}$ the largest momentum eigenvalue in the basis. Since no state in the basis has a centred energy below the centred minimum,

$$\frac{\Delta E}{Na^2/2}\ge1-\frac{2p_{\max}}{a}.$$

The ratio for displacement across the chain must therefore tend to 1: a fixed set of functions cannot follow an ever faster phase. The table shows the start of this rise, from 0.070 to 0.081 at 10 bohr and 0.315 at 40 bohr, where $a=1$. The quadratic law is then no longer usable. The same argument with bounded $\langle z\rangle$ applies along the chain, where the ratio starts close to 1.

**A single atom.** If all s functions share one centre $\mathbf R$, every $\mathbf c_\nu$ equals $\frac12\mathbf B\times(\mathbf R-\mathbf O)$. The cross terms in $T$ are odd about $\mathbf R$ and vanish. The ordinary basis then adds $c^2/2=B^2R_\perp^2/8$ per electron, where $R_\perp$ is the distance of the atom from the origin perpendicular to the field.

The same term gives the size of an error that remains even with the origin at the centre of the chain. The field raises the energy by 7.01 millihartree in the ordinary s basis and by 1.71 in the London basis, a difference of 5.30. Treating the chain as separate atoms with one electron each, at $z=\pm0.9$ and $\pm2.7$ bohr, gives

$$\frac{0.05^2}{8}\left(2\times0.81+2\times7.29\right)=5.06\times10^{-3}\ \text{hartree}.$$

The estimate ignores the bonding between the atoms, so its closeness to 5.30 at this one spacing is no measure of its general accuracy.

## 7. What more functions do, and what London orbitals leave

Adding p functions supplies most of the missing response. At $D=10$ bohr along the chain the error falls from 124.4 to 5.7 millihartree. Across the chain it goes from 10.1 to −0.035 millihartree. The negative sign is no contradiction. By the gauge transformation of Section 3, each origin amounts to a different variational space for the same physical problem. Each energy is an upper bound to the same Hartree–Fock minimum, and the centred one need not be the lower. A small origin error therefore does not measure the distance to that minimum.

The s+p basis with centred origin gives a field-induced rise of 1.68 millihartree, close to the London value of 1.71 obtained with s functions alone. This is a comparison at one level of theory, with a reference that is itself incomplete and still depends on the origin. Neither value is converged to the digits shown: aug-cc-pVTZ with centred origin gives 1.63 millihartree, lower by 0.06 and 0.08, and its own origin error is still 1.2 millihartree at 10 bohr along the chain. London phases remove the origin dependence; the errors of a finite basis and of the missing correlation remain. The proof also relies on $f$ being linear in $\mathbf r$, as it is when the origin $\mathbf O$ is moved: one plane-wave factor then serves all the orbitals. If $f$ is quadratic, as in a change to the Landau gauge, a plane wave matches only the linear part of $f$ at its own centre, the orbitals are no longer multiplied by $e^{-if}$, and the energy in a finite basis can change. This happens even on a single centre: for one normalized London function the diamagnetic term is $B^2/8a$ in the Landau gauge instead of $B^2/16a$. The numerical output below lists the errors for all distances.

## Values computed for the example and the checks

```
H4 spacing: 1.8 bohr; electrons: 4
s exponents (bohr^-2): 0.12 0.48 1.92 7.68
p exponents in s+p (bohr^-2): 0.12 0.48 1.92
field B along x: 0.05 a.u. = 11752.6 T
one-electron formula - quadrature, max: 6.1e-10 a.u.
repulsion formula - Fourier, max: 8.4e-15 hartree
London quadrature, change with origin: 6.5e-10 a.u.
energy vs pyscf, B=0: 8.0e-15 hartree
energy vs pyscf integrals, O=(0,7,5): 3.5e-14 hartree
E, s basis, B=0: -2.16925743 hartree
E London, O=(0,0,0): -2.16755190 hartree
E London, O=(0,30,40) bohr: -2.16755190 hartree
London max change, 4 origins: 8.9e-16 hartree
E ordinary s, O at centre: -2.16224862 hartree
E(B)-E(0), London s: 1.7055 millihartree
E(B)-E(0), ordinary s: 7.0088 millihartree
E(B)-E(0), ordinary s+p: 1.6825 millihartree
Ordinary s error (millihartree) and ratio to N B^2 D^2/8
D/bohr  along z   ratio    along y   ratio
    1     1.2435  0.9948     0.0879  0.0703
    2     4.9742  0.9948     0.3522  0.0704
    5    31.0887  0.9948     2.2395  0.0717
   10   124.3546  0.9948    10.0732  0.0806
   20   497.4156  0.9948    70.3678  0.1407
   40  1989.6188  0.9948   629.4101  0.3147
error at D=40 bohr along z: 54.140 eV
error at D=40 bohr along y: 17.127 eV
s+p error, D=10 along z: 5.6997 millihartree
s+p error, D=10 along y: -0.0354 millihartree
alpha along z: 33.034 bohr^3
alpha B^2/4: 0.020646; from D=2 error: 0.020646
N_eff, response: 3.71887; from D=0.2 error: 3.71887
probe point (bohr): [0.3 0.7 1.2]
O=(0,0,0) density: 0.0902322 bohr^-3
  j_p (y,z): 0.0034060 0.0004132 a.u.
  j (y,z): 0.0006991 0.0019923 a.u.
  vorticity x: -0.012678 a.u.
O=(0,30,40) density: 0.0902322 bohr^-3
  j_p (y,z): -0.0868262 0.0680874 a.u.
  j (y,z): 0.0006991 0.0019923 a.u.
  vorticity x: -0.012678 a.u.
```
